# Dirac-Hartree-Fock energy under electron-electron and electron-positron rotations, part 2

Is a Dirac-Hartree-Fock (DHF) solution a minimum or a maximum of the energy under spinor rotations? The ion has a point nucleus of charge $Z$ and $N\le Z$ electrons. Hartree atomic units are used, with the rest energy $c^2$ subtracted. The Fock operator is $F=h+J-K$ (Coulomb $J$, exchange $K$), with $h=D_0+V$, $D_0=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2$ and $V=-Z/r$.

The basis has $n$ large- and $n$ small-component functions in restricted kinetic balance. The lowest $n$ levels of $F$ (of $h$, if not self-consistent) form the unoccupied negative branch ($-$), the rest the positive branch ($+$). Spinors $\phi_i,\phi_j$ are occupied, $\phi_a,\phi_b$ unoccupied on either branch; index $p$ is negative-branch. Rotations $i\to a$ are electron-electron for $a\in+$, electron-positron for $a\in-$.

For parameters $\kappa=x+iy$, (a) gave

$$E_1=\mathrm{tr}\,F\delta_1=2\,\mathrm{Re}\sum_{ai}F_{ia}\kappa_{ai},\qquad E_2=\mathrm{tr}\,F\delta_2+\tfrac12\,\mathrm{tr}\,\delta_1G[\delta_1],$$

where $G=J-K$, $\delta_1,\delta_2$ are the density-matrix changes, $(\delta_1)_{ai}=\kappa_{ai}$ and $(\delta_1)_{ia}=\kappa_{ai}^*$. By (b), a DHF solution obeys two Brillouin conditions: $F_{ia}=0$ ($a\in+$) and $F_{ip}=0$ ($p\in-$). In (c), with $F\phi=\varepsilon\phi$ and $v=(x,y)$, $\mathrm{tr}F\delta_2=\sum_{ai}(\varepsilon_a-\varepsilon_i)|\kappa_{ai}|^2$, $E_2=\frac12v^THv$ and

$$H_{ai,ai}=2\,(\varepsilon_a-\varepsilon_i-J_{ai}+K_{ai}),$$

with $J_{ai}=(aa|ii)$, $K_{ai}=(ai|ia)$. Subscripts $\pm$ on $H$ and $v$ denote branch blocks.

For spherical density $\rho_0$, (d) used Newton's theorem, $J(r)=\int\rho_0(s)/\max(r,s)\,d^3s\le N/r$, to get $V+J\le(N-Z)/r\le0$ and $\varepsilon_p<-2c^2$.

The example is Hg$^{76+}$ ($Z=80$, $N=4$), $1s^22s^2$, in an unconverged $10s4p$ basis, $n=44$, without Breit, QED, nuclear-size or correlation effects. Here $-4c^2=-75115.46$, $\varepsilon_{1s}=-3436.334$ and $\varepsilon_{2s}=-851.684$ $E_h$. In $1s\to p$, $p$ is the highest negative $s$ spinor; that diagonal element is $-69996.79$ $E_h$. A $24s20p$ basis (exponents $20\cdot2.1^k$) measures the basis error.

**(e)** A negative diagonal does not make a matrix negative definite. Bound the largest eigenvalue of the electron-positron block $H_{--}$.

*Solution.* Write the two-electron part of $E_2$ in coordinates. Let $\chi_i=\sum_a\kappa_{ai}\phi_a$, $\rho_\chi=\sum_i\chi_i^\dagger\chi_i$, and $D(f,g)=\iint f(1)g(2)/r_{12}$. Orthonormality gives $\int\rho_\chi=\|\kappa\|^2=\|v\|^2$. The density of $\delta_1$ is $\rho_1=2\,\mathrm{Re}\sum_i\phi_i^\dagger\chi_i$, and since $\delta_1$ is Hermitian the exchange term contains $\mathrm{tr}\,\delta_1(1,2)\delta_1(2,1)=\|\delta_1(1,2)\|^2$, the squared norm of a $4\times4$ matrix. Thus

$$E_2=\sum_{ai}(\varepsilon_a-\varepsilon_i)|\kappa_{ai}|^2+\tfrac12D(\rho_1,\rho_1)-\tfrac12\iint\frac{\|\delta_1(1,2)\|^2}{r_{12}}.$$

The exchange term is nonpositive and can be dropped in an upper bound. The direct term is nonnegative and needs one. The Cauchy-Schwarz inequality over $i$ and spinor components gives $|\rho_1|\le2\sqrt{\rho_0\rho_\chi}$ at each point, so

$$D(\rho_1,\rho_1)\le4\iint\frac{\sqrt{\rho_\chi(1)\rho_0(2)}\,\sqrt{\rho_0(1)\rho_\chi(2)}}{r_{12}}\le4D(\rho_\chi,\rho_0).$$

The last step is Cauchy-Schwarz with weight $1/r_{12}$, both factors having squared norm $D(\rho_\chi,\rho_0)$. Newton's theorem gives $J(r)\le J(0)=\int\rho_0/s\,d^3s$, because $\max(r,s)\ge s$, so $D(\rho_\chi,\rho_0)=\int\rho_\chi J\le J(0)\|\kappa\|^2$. For $\kappa$ restricted to the negative branch, $\varepsilon_p-\varepsilon_i\le-2c^2+|\varepsilon_{1s}|$, with $1s$ the deepest occupied level. Then $E_2\le[-2c^2+|\varepsilon_{1s}|+2J(0)]\|v\|^2$, and $E_2=\frac12v^THv$ gives

$$\lambda_{\max}(H_{--})\le-4c^2+2|\varepsilon_{1s}|+4J(0).$$

If $|\varepsilon_{1s}|+2J(0)<2c^2$, the solution is a strict local maximum under electron-positron rotations. The argument did not use which positive spinors are occupied, so it covers excited spherical solutions as well. The condition is sufficient. The proof lapses for $N>Z$, where $(N-Z)/r$ is positive and $V+J\le0$ no longer follows, and for a nonspherical density, where the Newton estimates are lost. The count of negative levels does not rest on kinetic balance: with any $n$ separate small-component functions the small-small block of $D_0$ is $-2c^2$ times their overlap, so by the min-max principle $n$ free levels lie at or below $-2c^2$.

Here $J(0)=245.701$ $E_h$, and the bound is $-75115.46+6872.67+982.80=-67259.99$ $E_h$. The computed eigenvalue is $-69996.790$ $E_h$, within 0.003 $E_h$ of the $1s\to p$ diagonal element. In the $24s20p$ basis $J(0)=246.27$ $E_h$, the bound is $-67255.9$ $E_h$ and the eigenvalue is $-68757.2$ $E_h$. The direct part of $H$ has largest eigenvalue 163.1 $E_h$, below its bound $4J(0)=982.8$ $E_h$.

**(f)** Is a DHF solution a minimum under electron-electron rotations?

*Solution.* Not in general. A lower bound is now needed, so the exchange term counts against it, and it is compared with a valence gap instead of $2c^2$. The direct part is nonnegative, so $\lambda_{\min}(H_{++})\ge2\Delta+\lambda_{\min}(H^{\rm exch})$, with $\Delta$ the smallest $\varepsilon_a-\varepsilon_i$ on the positive branch and $H^{\rm exch}$ the exchange part of the full $H$. For $1s^22s^2$, $\Delta$ is no larger than $\varepsilon_{2p_{1/2}}-\varepsilon_{2s}=-824.712+851.684=26.972$ $E_h$, while $\lambda_{\min}(H^{\rm exch})=-223.9$ $E_h$. This bound is negative and decides nothing. The stability condition $H_{++}>0$ is sufficient for a strict local minimum under these rotations, and a negative eigenvalue of $H_{++}$ excludes a minimum; if the lowest eigenvalue is zero, the second order leaves the question open. The condition has to be checked for the solution at hand.

For $1s^22s^2$ it holds in this basis, for all complex rotations with no symmetry imposed: $\lambda_{\min}(H_{++})=19.875$ $E_h$ (540.8 eV), and the energy scan along the eigenvector gives the same curvature. About half of this value is basis error: in the $24s20p$ basis the orbital gap falls from 26.97 to 22.08 $E_h$ and $\lambda_{\min}(H_{++})$ to 9.50 $E_h$, still positive. That this mode is mainly $2s\to2p_{1/2}$, with $2\times26.97=53.94$ $E_h$ lowered by two-electron terms, is a conjecture; the eigenvector was not analysed.

The determinant $1s^2(2p_{1/2})^2$ also has closed subshells and can be made self-consistent. It lies at $-8690.2662$ $E_h$, 30.48 $E_h$ above $1s^22s^2$, and obeys Brillouin's theorem on both branches to $5\times10^{-9}$ $E_h$. Its $H_{++}$ has eight negative eigenvalues, the lowest $-41.08$ $E_h$, confirmed by a scan. In the $24s20p$ basis the determinant lies 20.33 $E_h$ above $1s^22s^2$ and still has eight negative eigenvalues, the lowest $-31.16$ $E_h$. Eight is the number of real parameters in $2p_{1/2}\to2s$ (two occupied, two empty, real and imaginary), and identifying the modes with them is again a conjecture. Its $H_{--}$ stays negative definite, with top eigenvalue $-70012.3$ $E_h$.

**(g)** With $H_{--}<0$, find the curvature seen by electron-electron rotations when the energy is first maximised over electron-positron rotations, and count the signs of the eigenvalues of $H$.

*Solution.* Split $v=(v_+,v_-)$ and set $w=v_-+H_{--}^{-1}H_{-+}v_+$. Expanding $\frac12w^TH_{--}w$ reproduces $\frac12v_-^TH_{--}v_-+v_-^TH_{-+}v_+$ plus the extra term $\frac12v_+^TH_{+-}H_{--}^{-1}H_{-+}v_+$, which is subtracted again:

$$E_2=\tfrac12v_+^TH_{\rm eff}v_++\tfrac12w^TH_{--}w,\qquad H_{\rm eff}=H_{++}-H_{+-}H_{--}^{-1}H_{-+}.$$

The second term is negative unless $w=0$, so the maximum over $v_-$ is at $w=0$ and leaves $\frac12v_+^TH_{\rm eff}v_+$. Because $-H_{--}^{-1}$ is positive definite, $H_{\rm eff}\ge H_{++}$, and the correction is at most $\|H_{-+}\|^2/|\lambda_{\max}(H_{--})|$, a square of two-electron integrals over a denominator of order $4c^2$. A solution with $H_{++}>0$ therefore has $H_{\rm eff}>0$ and is a local min-max point: $E_{\rm DHF}=\min_{v_+}\max_{v_-}E$ in its neighbourhood. The map $(v_+,v_-)\to(v_+,w)$ is invertible, so by Sylvester's law of inertia the eigenvalues of $H$ have the signs of those of $H_{\rm eff}$ and $H_{--}$ taken together. If $H_{++}>0$, then $H$ has $\dim v_+$ positive and $\dim v_-$ negative eigenvalues. In general, each negative eigenvalue of $H_{\rm eff}$ moves one from the positive to the negative count.

For the $1s^22s^2$ solution, $\dim v_-=2\cdot4\cdot44=352$ and $\dim v_+=2\cdot4\cdot40=320$, which are the counts found by diagonalisation. The largest eigenvalue of $H_{\rm eff}-H_{++}$ is 0.013104 $E_h$, and a scan of true energies along the response direction gives 0.013101 $E_h$. The lowest eigenvalue rises by $1.7\times10^{-5}$ $E_h$ on 19.875 $E_h$, so both stability criteria give the same verdict here. In the $24s20p$ basis the largest eigenvalue of the correction is 0.01396 $E_h$ and the rise is $1.8\times10^{-5}$ $E_h$.

**(h)** The spinors are optimised within the fixed positive branch of the bare-nucleus operator $h$. Where does the energy lie relative to the DHF energy?

*Solution.* The optimisation enforces the first Brillouin condition, with branches defined by $h$, and leaves $F_{ip}$ free. Expand about this frozen-projector determinant, $E=E_{\rm fz}+g^Tv+\frac12v^THv$ with $g=(0,g_-)$. By (a), $E_1=2\,\mathrm{Re}[F_{ip}(x+iy)]$, so the components of $g_-$ are $2\,\mathrm{Re}F_{ip}$ and $-2\,\mathrm{Im}F_{ip}$. In this quadratic model the stationary point is $v=-H^{-1}g$, and

$$E_{\rm DHF}-E_{\rm fz}\approx-\tfrac12\,g_-^T(H^{-1})_{--}\,g_- .$$

Eliminating $v_+=-H_{++}^{-1}H_{+-}v_-$ from $Hv=-g$ shows that $(H^{-1})_{--}=(H_{--}-H_{-+}H_{++}^{-1}H_{+-})^{-1}$, which is negative definite when $H_{++}>0$ and $H_{--}<0$. The frozen-projector energy is then below the DHF energy. Keeping just $2(\varepsilon_p-\varepsilon_i)$ in the matrix to be inverted, which neglects the two-electron terms and the coupling between branches against $2c^2$, each pair contributes $\frac12\cdot4|F_{pi}|^2/[2(\varepsilon_i-\varepsilon_p)]$:

$$E_{\rm DHF}-E_{\rm fz}\approx\sum_{pi}\frac{|F_{pi}|^2}{\varepsilon_i-\varepsilon_p}.$$

For Hg$^{76+}$ the largest $|F_{pi}|$ is 4.887 $E_h$, so the second Brillouin condition fails; the first is the condition the optimisation imposes. The energies give $-8720.747523-(-8720.749741)=0.002218$ $E_h$ (0.060 eV), and the estimate is 0.002220 $E_h$, high by 0.1% of the gap. In the $24s20p$ basis the largest $|F_{pi}|$ is 3.81 $E_h$, the gap is 0.002223 $E_h$ and the estimate is again high by 0.1%. A lower Dirac-Coulomb mean-field energy obtained in this way signals an unmet electron-positron condition and not a better solution of the DHF equations.

## Values computed for the example and the checks

```
Z, electrons, large functions n = 80 4 44
s exponents 120*3.5^k (k=0..9), p exponents 130*4^k (k=0..3) bohr^-2
c = 137.035999 a.u.
2c^2 = 37557.730 Eh
4c^2 = 75115.460 Eh
free top negative level + 2c^2 = -158.479 Eh
bare 1s in basis = -3530.930 Eh
bare 1s Dirac formula = -3532.192 Eh
bare spinors |F_ia| 2s->3s = 19.474180 Eh
bare spinors |F_ia| 1s->p = 0.086804 Eh
E DHF 1s2 2s2 = -8720.747523 Eh
eps 1s = -3436.3340 Eh
eps 2s = -851.6844 Eh
eps 2p1/2 (virtual) = -824.7120 Eh
max |F_ai| + branch = 5.7e-08 Eh
max |F_pi| - branch = 7.6e-09 Eh
max eig (F - D0) = -663.611 Eh
top negative eps + 2c^2 = -867.773 Eh
eps_p (top s negative) + 2c^2 = -867.773 Eh
J-K 2s->3s = 10.5492 Eh
H diagonal 2s->3s = 1574.684 Eh
J-K 2s->p = 8.9321 Eh
H diagonal 2s->p = -75165.503 Eh
  ratio to -4c^2 2s->p = 1.0007 
J-K 1s->p = 9.2269 Eh
H diagonal 1s->p = -69996.793 Eh
  ratio to -4c^2 1s->p = 0.9319 
H-- diagonal min / (-4c^2) = 35.44 
share of H-- diagonal within 10% of -4c^2 = 0.386 
J(0) = 245.701 Eh
max eig direct part = 163.125 Eh
min eig exchange part = -223.861 Eh
bound on max eig H-- = -67259.987 Eh
max eig H-- = -69996.790 Eh
min eig H++ = 19.8749 Eh = 540.82 eV
curvature softest ++: scan 19.875, formula 19.875 Eh
curvature top --: scan -69996.790, formula -69996.790 Eh
curvature Kramers pair 2s->p: scan -150330.968, formula -150330.969 Eh
curvature random ++: scan 142957.294, formula 142957.294 Eh
curvature random --: scan -308411.063, formula -308411.063 Eh
curvature random mixed: scan -98054.054, formula -98054.054 Eh
Kramers pair ratio to -8c^2 = 1.0007 
inertia: 320 positive, 352 negative of 672
max eig (Heff - H++) = 0.013104 Eh
  same from energy scan = 0.013101 Eh
min eig Heff - min eig H++ = 1.71e-05 Eh
frozen projector max |F_pi| = 4.887 Eh
E frozen projector = -8720.749741 Eh
E DHF - E frozen = 0.002218 Eh = 0.0603 eV
  second-order estimate = 0.002220 Eh
E DHF 1s2 (2p1/2)2 = -8690.266219 Eh
  max |F_ai| both branches = 4.6e-09 Eh
  min eig H++ = -41.0813 Eh
  same from scan = -41.0813 Eh
  negative eigenvalues of H++ = 8 
  max eig H-- = -70012.305 Eh
```
